# The silicon doping at which E00 equals room-temperature thermal energy

**Question.** A metal contacts uniformly doped n-type silicon, and electrons cross the depletion barrier partly by thermal excitation and partly by tunnelling. Tunnelling has its own characteristic energy, $E_{00}$, which grows with doping. At what doping does $E_{00}$ equal $kT$ at 300 K if the tunnelling mass is $0.2\,m_0$? How does that doping scale, and how large is the tunnelling current when the two energies are equal?

**Answer.** The barrier shape comes first, because the doping enters through it.

### The barrier and its energy scale

Let $x$ be the distance from the metal and $q>0$ the elementary charge. Assume that all donors, of density $N$, are ionised and act as a smooth charge $qN$ out to a depth $W$, with no electrons there and no field beyond. Poisson's equation for the potential is $\phi''=-qN/\varepsilon$. An electron has energy $U=-q\phi$, so $U''=q^2N/\varepsilon$. Measure energies from the conduction-band edge in the bulk. Then $U(W)=U'(W)=0$, and two integrations give

$$U(x)=\frac{q^2N}{2\varepsilon}(W-x)^2,\qquad E_b\equiv U(0)=\frac{q^2NW^2}{2\varepsilon}.$$

Here $E_b$ is the band bending. It differs from the barrier height, which is measured from the Fermi level.

For one parabolic band with mass $m$ along the current, the WKB transmission varies as $e^{-\Phi}$, with

$$\Phi(E)=\frac{2}{\hbar}\int\sqrt{2m(U-E)}\,dx$$

taken over the region where $U>E$. At the band edge, $E=0$, the square root is linear in $W-x$:

$$\Phi(0)=\frac{2}{\hbar}\sqrt{\frac{mq^2N}{\varepsilon}}\int_0^W(W-x)\,dx=\frac{qW^2}{\hbar}\sqrt{\frac{mN}{\varepsilon}}.$$

Substituting $W^2=2\varepsilon E_b/(q^2N)$ gives

$$\Phi(0)=\frac{2E_b}{q\hbar}\sqrt{\frac{m\varepsilon}{N}}=\frac{E_b}{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}.$$

So $E_{00}$ is the extra band bending that lowers the band-edge exponential by a factor $e$, just as $kT$ is the extra height that lowers a Boltzmann factor by $e$. That is why the two energies can be compared.

There is a second reading. Continued to both sides of $x=W$, the parabola is an oscillator potential $\tfrac12m\omega^2(x-W)^2$ with $\omega^2=q^2N/(m\varepsilon)$, so $E_{00}=\hbar\omega/2$ is its zero-point energy.

### The doping

Set $E_{00}=kT$, square, and solve for $N$:

$$N^*=\frac{4m\varepsilon(kT)^2}{q^2\hbar^2}.$$

The inputs are $m=0.2\times9.109\times10^{-31}$ kg, $\varepsilon=11.7\times8.854\times10^{-12}$ F/m and $kT=4.142\times10^{-21}$ J. Hence

$$N^*=\frac{4(1.822\times10^{-31})(1.036\times10^{-10})(4.142\times10^{-21})^2}{(1.602\times10^{-19})^2(1.055\times10^{-34})^2}\approx4.5\times10^{24}\ \mathrm{m^{-3}},$$

which is $4.5\times10^{18}\ \mathrm{cm^{-3}}$. As an independent test, the oscillator Hamiltonian was diagonalized at this doping; its lowest eigenvalue is 25.85 meV, equal to $kT$.

The result is linear in mass and permittivity and quadratic in temperature. The barrier height does not enter. At 358 K, with the mass unchanged, the doping rises by $(358/300)^2=1.42$ to $6.5\times10^{18}\ \mathrm{cm^{-3}}$. Conversely, at fixed temperature $E_{00}$ grows only as $\sqrt N$: it is 3.8 meV at $10^{17}$, 12 meV at $10^{18}$ and 38 meV at $10^{19}\ \mathrm{cm^{-3}}$.

### Where the electrons cross

The current needs both electrons and transmission. For non-degenerate electrons, summing over motion parallel to the interface leaves a supply proportional to $e^{-E/kT}dE$, where $E$ is the energy of motion along $x$. At small bias the current is therefore weighted by $e^{-\Phi(E)-E/kT}$, and we need $\Phi$ at general $E$.

Put $W-x=W\sqrt{E/E_b}\cosh\theta$. Then $U=E\cosh^2\theta$ and $\sqrt{U-E}=\sqrt E\sinh\theta$. The turning point is $\theta=0$, and the metal is at $\theta_m=\operatorname{arccosh}\sqrt{E_b/E}$. The integral becomes

$$\Phi=\frac{2\sqrt{2m}\,W}{\hbar\sqrt{E_b}}\,E\int_0^{\theta_m}\sinh^2\theta\,d\theta .$$

Since $W/\sqrt{E_b}=\sqrt{2\varepsilon/(q^2N)}$, the factor in front of $E$ is $2/E_{00}$. The remaining integral is $\tfrac12(\sinh\theta_m\cosh\theta_m-\theta_m)$, so

$$\Phi(E)=\frac{E}{E_{00}}\left(\sinh\theta_m\cosh\theta_m-\theta_m\right).$$

To find the maximum of the weight, differentiate the original integral. The moving turning point contributes nothing, because the integrand vanishes there. The same substitution gives

$$\frac{d\Phi}{dE}=-\frac{\sqrt{2m}}{\hbar}\int\frac{dx}{\sqrt{U-E}}=-\frac{\theta_m}{E_{00}}.$$

The weight peaks where $d\Phi/dE+1/kT=0$, that is, where $\theta_m=u\equiv E_{00}/kT$. Therefore

$$E_m=\frac{E_b}{\cosh^2u}.$$

At this energy $E_m/kT=E_mu/E_{00}$, which cancels the $-\theta_m$ term in $\Phi$. The total exponent is

$$S=\Phi(E_m)+\frac{E_m}{kT}=\frac{E_m}{E_{00}}\sinh u\cosh u=\frac{E_b}{E_{00}}\tanh u=\frac{E_b}{E_0},$$

with $E_0=E_{00}\coth u$. Direct numerical minimization confirmed both the peak energy and the exponent at $u=0.5$, 1 and 2, with $E_b$ held fixed.

For small $u$, $E_m\to E_b$ and $E_0\to kT$: electrons cross near the top. For large $u$, the formula gives $E_0\to E_{00}$ and a peak near the band edge. There, however, the Boltzmann supply fails if the silicon is degenerate, and electrons near the Fermi level must be treated with Fermi statistics. At equality, $u=1$, the peak lies at $0.42E_b$ and $E_0=1.31kT$. The typical electron is thermally raised part of the way and tunnels through the rest, which is thermionic-field emission.

### A contact with numbers

Take a barrier height of 0.65 eV, a rough value for nickel silicide on n-type silicon, at the doping $N^*$. With a rough density-of-states mass of $1.08\,m_0$, the effective density of states is $2.8\times10^{19}\ \mathrm{cm^{-3}}$. The full Fermi integral puts the bulk Fermi level 46 meV below the band edge; the Boltzmann formula gives 47 meV, so degeneracy is a small correction here. Both values assume that the donors in the neutral bulk are fully ionised. Partial ionisation would lower the Fermi level further, to about 52 meV if 80 per cent are ionised and 64 meV for a discrete donor level 45 meV deep, and would reduce the band bending by the same amount. The band bending is

$$E_b=0.650-0.046=0.604\ \mathrm{eV}=23.4\,kT.$$

The depletion width is 13.1 nm, and the surface field is $2E_b/(qW)=2(0.604\ \mathrm V)/(13.1\ \mathrm{nm})$, or 0.92 MV/cm.

The peak energy is $0.420\times0.604=0.254$ eV. The total exponent is $S=0.604/0.03394=17.8$, of which 9.8 is thermal and 8.0 is tunnelling. Going over the top costs 23.4. The gain in the exponential alone is $e^{23.37-17.80}\approx260$.

The calculated ratio of total to over-the-top current is larger, about 2500, because tunnelling uses a broad band of energies. To see this, differentiate $\theta_m$ once more:

$$\frac{d^2\Phi}{dE^2}=\frac{1}{2E_{00}E\sqrt{1-E/E_b}}.$$

At $E_m$ the square root equals $\tanh u$. The weight is therefore approximately a Gaussian of standard deviation

$$\sigma=\sqrt{2E_{00}E_m\tanh u}=\sqrt{2(0.02585)(0.254)(0.762)}\approx0.10\ \mathrm{eV}.$$

The over-the-top current comes from a range of order $kT$. The ratio of widths is $\sqrt{2\pi}\,\sigma/kT\approx9.7$, and $260\times9.7\approx2500$, as calculated.

This ratio takes the transmission as $e^{-\Phi}$ below the top and 1 above it. The sharp interface adds a prefactor. Let the wave in the barrier near the metal be $Ae^{\kappa x}+Be^{-\kappa x}$ and the wave in the metal be $te^{-ikx}$, with equal masses. Continuity of the wave and its slope gives $A+B=t$ and $\kappa(A-B)=-ikt$, hence $|t|^2=4\kappa^2|A|^2/(\kappa^2+k^2)$. Let $k_s$ be the local wave number in the silicon, which generally differs from $k$. At the smooth turning point the standard WKB connection joins the standing wave $(2/\sqrt{k_s})\cos(\int k_s\,dx-\pi/4)$ to the decaying wave $e^{-\int\kappa\,dx}/\sqrt{\kappa}$, with both integrals taken outward from the turning point. The incident half of the standing wave has $k_s|\psi|^2=1$. At the metal $\int\kappa\,dx=\Phi/2$, so $|A|^2=e^{-\Phi}/\kappa$. The transmitted flux, in the same units, is

$$T=k|t|^2=\frac{4k\kappa}{k^2+\kappa^2}\,e^{-\Phi}.$$

For $k=\kappa$ the prefactor is 2. In that case a direct solution of the Schrödinger equation at $E_m$ gives $6.9\times10^{-4}$, against $6.8\times10^{-4}$ from this formula. For $k\gg\kappa$ the prefactor falls to $4\kappa/k$. The sharp interface also reflects some of the electrons that pass over the top. Solving the Schrödinger equation directly at all energies, for metal band bottoms from 0.1 to 5 eV below the silicon band edge, gives ratios of about 6500 to 7200. The figure of 2500 is thus low by a factor of nearly three, while the exponent is better founded.

### Equality is not the onset

For small $u$, $\tanh u/u\approx1-u^2/3$, so tunnelling reduces the exponent by about $u^2E_b/(3kT)$. This reaches one when $u^2\approx3kT/E_b$, well below $u=1$ for a barrier of many $kT$. The full integral, with the band bending recalculated at each doping, gives a tenfold total current near $5\times10^{17}\ \mathrm{cm^{-3}}$, about nine times below $N^*$. The figure is rough, since the electrons then cross close to the barrier top, where simple WKB is inaccurate; a direct solution of the Schrödinger equation puts it at $3.4$ to $4.0\times10^{17}\ \mathrm{cm^{-3}}$, 11 to 13 times below $N^*$.

Near $N^*$ the current is very sensitive to doping. At fixed $E_b$ and $T$, $\Phi\propto N^{-1/2}$. A small shift of $E_m$ does not change $S$ to first order, because $S$ is a minimum there. Thus

$$\frac{dS}{d\ln N}=-\frac{\Phi(E_m)}{2}\approx-4,$$

and the exponential part of the current grows locally as about $N^4$. This converts errors in current into equivalent errors in doping.

### What the simple barrier leaves out

The following corrections are taken one at a time at $N^*$, with the band bending held fixed. They change the current; the definition of $E_{00}$, and hence $N^*$, stays the same.

The image force adds $-q^2/(16\pi\varepsilon x)$ to $U$ and lowers the top by 105 meV. This alone would multiply the over-the-top current by $e^{105/25.85}\approx58$. That current is a tiny share of the total, however, and the total rises by a factor of 2.6 within WKB (about 1.8 to 2.4 in a direct solution with the image potential cut off at the metal band bottom).

Deep in the gap a single parabolic band overestimates the decay. A two-band dispersion replaces $U-E$ under the square root by $(U-E)[1-(U-E)/E_g]$. With silicon's gap $E_g=1.12$ eV, the current would rise by a factor of 2.7. That overstates the effect, because this gap is indirect. In a (100) contact, electrons in the valleys with the transverse mass that keep their wave vector parallel to the interface face a gap of several electronvolts. With 4 eV in the same formula, the factor is only about 1.3; the complex band of a local pseudopotential model of silicon gives slightly less, about 1.2. By the $N^4$ rule, the WKB image-force factor of 2.6 is worth an increase in doping of about a quarter.

Electrons spilling into the edge of the depletion layer weaken the field and widen the barrier. They raise the WKB exponent at $E_m$ by 3 per cent, which lowers the transmission there by about a fifth.

The mass also deserves care. In a (100) contact, four conduction valleys present the transverse mass, about $0.19\,m_0$, and two present the longitudinal mass, about $0.916\,m_0$. Their separate crossover dopings are $4.3\times10^{18}$ and $2.1\times10^{19}\ \mathrm{cm^{-3}}$. At $N^*$ the heavy valleys have $u=\sqrt{0.2/0.916}=0.47$ and a total exponent $23.4\tanh(0.47)/0.47\approx21.8$, four more than for mass $0.2\,m_0$. Their exponential factor is smaller by about $e^{-4}\approx0.02$, which justifies a mass near 0.2 for this orientation.

### The real contact

Source and drain contacts in silicon transistors can be doped to $10^{20}\ \mathrm{cm^{-3}}$ or more, far beyond $N^*$. At $10^{20}$ the formula gives $E_{00}=121$ meV, or $4.7kT$, but the doping then exceeds the effective density of states and the Boltzmann supply used here no longer applies. The example is instead a moderately doped contact between a rectifying diode and a low-resistance contact.

Another assumption strained at $N^*$ is the smooth donor charge. The mean donor spacing, $N^{-1/3}$, is 6.0 nm, less than half the depletion width. A cube of side $W$ holds about 10 donors, and for random placement their number scatters by 31 per cent. If that number is treated as a local doping, the $N^4$ rule gives local currents from about a quarter to three times the mean-doping value. This is a rough measure of unevenness, not a calculation of the average current. The value $4.5\times10^{18}\ \mathrm{cm^{-3}}$ therefore locates the middle of a broad crossover, and its second digit has meaning only within the stated model. The numerical output below lists the main values.

## Calculated quantities

```
Temperature: 300 K
Thermal energy kT: 25.85 meV
Tunnelling mass: 0.2 m0
Relative permittivity: 11.7
Doping N* where E00 = kT: 4.537e+18 cm^-3
Same in SI: 4.537e+24 m^-3
Oscillator ground energy at N*: 25.85 meV
N = 1e+17 cm^-3: E00 = 3.84 meV, E00/kT = 0.148
N = 1e+18 cm^-3: E00 = 12.14 meV, E00/kT = 0.469
N = 1e+19 cm^-3: E00 = 38.38 meV, E00/kT = 1.485
N = 1e+20 cm^-3: E00 = 121.37 meV, E00/kT = 4.695
Barrier height (rough): 0.65 eV
Density-of-states mass (rough): 1.08 m0
Effective density of states: 2.82e+19 cm^-3
Fermi level from band edge, full: -45.7 meV
Fermi level, Boltzmann: -47.2 meV
Band bending Eb at N*: 0.604 eV
Depletion width at N*: 13.1 nm
Surface field at N*: 0.92 MV/cm
Eb/kT at N*: 23.37
Peak energy Em: 0.254 eV
Em/Eb: 0.420
WKB exponent at Em: 7.99
Total exponent at Em: 17.80
E0: 33.94 meV, E0/kT: 1.313
Direct transmission at Em: 6.944e-04
Twice exp(-WKB exponent) at Em: 6.810e-04
Total / over-the-top current at N*: 2496
Doping for total / over-the-top = 10: 4.9e+17 cm^-3
Image-force lowering of the top: 105 meV
Current factor from image force: 2.64
Gap used for two-band dispersion (rough): 1.12 eV
Current factor from two-band dispersion: 2.74
WKB exponent factor from electron tail: 1.031
N* for mass 0.19 m0: 4.31e+18 cm^-3
N* for mass 0.916 m0: 2.08e+19 cm^-3
N* for mass 0.2 m0 at 358 K: 6.46e+18 cm^-3
Mean donor spacing at N*: 6.0 nm
Donors in a cube of side W: 10.3
Relative scatter of that number: 31 %
```
